# Radial nodes and radial maxima of hydrogen for n=2 and n=3, part 2

One electron moves in the Coulomb field of a fixed point nucleus of charge \(+e\), without relativity or spin. Atomic units are used (\(\hbar=m_e=e^2/4\pi\varepsilon_0=1\), lengths in bohr, energies in hartree). A state is \(\psi=R(r)Y_{lm}\), with orthonormal \(Y_{lm}\), \(R\) real and \(u=rR\). The radial probability density is \(P=u^2\), with \(\int_0^\infty P\,dr=1\). The radial equation is
\[
-\tfrac12u''+V u=Eu,\qquad V(r)=\frac{l(l+1)}{2r^2}-\frac1r. \tag{1}
\]
Its bound states have \(E_n=-1/(2n^2)\) and \(u=N\,p(r)\,e^{-r/n}\), where \(p=\sum_{k\ge l+1}c_kr^k\), \(\kappa=1/n\) and
\[
c_{k+1}\,[k(k+1)-l(l+1)]=2(\kappa k-1)\,c_k,\qquad k\ge l+1. \tag{3}
\]

| State | \(p\) | \(N^{-2}\) | Nodes | Maxima of \(P\) |
|---|---|---|---|---|
| 2s | \(r(2-r)\) | \(8\) | \(2\) | \(3\mp\sqrt5\) |
| 2p | \(r^2\) | \(24\) | none | \(4\) |
| 3s | \(r(27-18r+2r^2)\) | \(19683/4\) | \(\frac92\mp\frac{3\sqrt3}{2}\) | 0.7400, 4.1859, 13.0740 |
| 3p | \(r^2(6-r)\) | \(19683/8\) | \(6\) | \(3,\ 12\) |
| 3d | \(r^3\) | \(98415/8\) | none | \(9\) |

The 2s maxima satisfy \(r^2-6r+4=0\). Nodes are zeros of \(u\) at \(r>0\). Lobes are the intervals between neighbouring zeros of \(P\), with the origin and infinity counted as ends. Each lobe contains exactly one maximum, where \(u'=0\). All maxima lie in the classically allowed region \(V<E\), a single interval whose edges are the turning points.

For \(T_k(a)=\int_a^\infty r^ke^{-br}dr\), with \(b=2/n\) for these states,
\[
T_k(a)=I_k\,e^{-x}S_k(x),\qquad I_k=\frac{k!}{b^{k+1}},\qquad S_k(x)=\sum_{j=0}^k\frac{x^j}{j!},\qquad x=ba. \tag{4}
\]
In the normalization integral \(N^2\int_0^\infty p^2e^{-br}dr=1\), each power \(r^k\) in \(p^2\) contributes a share, its coefficient times \(N^2I_k\).

The remaining tasks are (e) to decide which maximum is the highest in each state, (f) to find the probability in each lobe and the mean radius \(\langle r\rangle\), and (g) to give the outer 2s maximum, the 2p maximum and the 3s nodes in picometres.

### (e) The highest maximum

The heights follow by substitution. For 2s the condition \(r^2=6r-4\) gives \(r(2-r)=2r-6r+4=4(1-r)\), so at either maximum \(P=16(1-r)^2e^{-r}/8=2(1-r)^2e^{-r}\), which is \(0.0519\) at \(3-\sqrt5\) and \(0.1910\) at \(3+\sqrt5\). For 3p, with \(N^2=8/19683\),
\[
P(3)=\frac{8\cdot81\cdot9}{19683}e^{-2}=\frac8{27}e^{-2}=0.0401,\qquad P(12)=\frac{8\cdot20736\cdot36}{19683}e^{-8}=\frac{8192}{27}e^{-8}=0.1018 .
\]
For 3d, \(P(9)=8\cdot9^6e^{-6}/98415=\tfrac{216}5e^{-6}=0.1071\). For 3s, substitution of the three roots gives \(0.0148\), \(0.0387\), \(0.1015\). All heights are per bohr.

The heights increase outward, and the radial equation explains this. In the allowed region let \(w=2(E-V)>0\), so that \(u''=-wu\), and define \(f=u^2+u'^2/w\). Then
\[
f'=2uu'+\frac{2u'u''}{w}-\frac{u'^2w'}{w^2}=-\frac{u'^2w'}{w^2}=\frac{2u'^2V'}{w^2},
\]
because the second term equals \(-2uu'\) and \(w'=-2V'\). At a maximum \(u'=0\) and \(f=P\). Between two maxima \(f\) increases provided \(V'>0\) there. Now \(V'=[r-l(l+1)]/r^3\), which is positive for \(r>l(l+1)\). For s states this is every \(r>0\). For 3p it is \(r>2\), which contains both maxima, 3 and 12. The allowed region is a single interval, so \(w>0\) between the maxima. Each maximum is therefore higher than the one inside it, and the outermost is the most probable radius: \(3+\sqrt5\) for 2s, 4 for 2p, 13.074 for 3s, 12 for 3p and 9 for 3d. The classical counterpart is that a particle spends more time per unit of \(r\) where its radial motion is slower. For two maxima on opposite sides of \(r=l(l+1)\), \(V'\) changes sign between them and the argument does not order them; for two maxima both inside that radius, \(V'<0\) makes \(f\) decrease, and the inner one would be the higher.

### (f) Lobe probabilities and mean radius

The probability beyond \(r=a\) is \(Q(a)=\int_a^\infty P\,dr\). By (4) each term \(r^k\) of \(N^2p^2\) contributes its share \(g_k\) of the full normalization integral times \(e^{-x}S_k(x)\), so \(Q=e^{-x}\sum_kg_kS_k(x)\) with \(x=2a/n\). The shares were found in part (a).

2s: \(g_2,g_3,g_4=(8,-24,24)/8=1,-3,3\). At the node \(x=2\), \(S_2=1+2+2=5\), \(S_3=5+\tfrac43=\tfrac{19}3\), \(S_4=\tfrac{19}3+\tfrac23=7\). Then \(Q=(5-19+21)e^{-2}=7e^{-2}=0.9473\), and the inner lobe holds \(1-7e^{-2}=0.0527\).

3p: \(g_4,g_5,g_6=\tfrac83,-\tfrac{20}3,5\). At the node \(x=4\), \(S_4=1+4+8+\tfrac{32}3+\tfrac{32}3=\tfrac{103}3\), \(S_5=S_4+\tfrac{128}{15}=\tfrac{643}{15}\), \(S_6=S_5+\tfrac{256}{45}=\tfrac{437}9\). Then \(Q=\tfrac19(824-2572+2185)e^{-4}=\tfrac{437}9e^{-4}=0.8893\), and the inner lobe holds \(0.1107\).

3s: \(g_2,\dots,g_6=1,-6,16,-20,10\). The term \(x^j/j!\) occurs in every \(S_k\) with \(k\ge j\), so its coefficient is the sum of those \(g_k\): 1 for \(j\le2\), then \(0,\,6,\,-10,\,10\) for \(j=3,4,5,6\). Hence
\[
Q=e^{-x}\Big[1+x+\frac{x^2}2+\frac{x^4}4-\frac{x^5}{12}+\frac{x^6}{72}\Big].
\]
With \(r=3x/2\) the node condition becomes \(\tfrac92x^2-27x+27=0\), that is \(x^2=6x-6\), \(x=3\mp\sqrt3\). Multiplying repeatedly by \(x\) and replacing \(x^2\) each time gives \(x^3=30x-36\), \(x^4=144x-180\), \(x^5=684x-864\), \(x^6=3240x-4104\). The bracket at a node is
\[
1+x+(3x-3)+(36x-45)-(57x-72)+(45x-57)=28x-32 .
\]
So \(Q=(52\mp28\sqrt3)\,e^{-(3\mp\sqrt3)}\) at the inner and outer node. The outer lobe holds \(Q\) at the outer node, \(0.8852\); the middle lobe holds the difference of the two values, \(0.1004\); the inner lobe holds one minus \(Q\) at the inner node, \(0.0143\). These add to 1 within the rounding of the last digit.

For the mean radius, an extra factor \(r\) replaces \(I_k\) by \(I_{k+1}=I_k(k+1)/b\), so \(\langle r\rangle=\tfrac n2\sum_kg_k(k+1)\):

- 2s: \(3-12+15=6\).
- 2p: \(g_4=1\) gives \(5\).
- 3s: \(\tfrac32(3-24+80-120+70)=13.5\).
- 3p: \(\tfrac32(\tfrac{40}3-40+35)=12.5\).
- 3d: \(g_6=1\) gives \(\tfrac32\cdot7=10.5\).

In these five states \(\langle r\rangle\) lies beyond the outer maximum. For the nodeless states this holds for every \(n\), since \(g_{2n}=1\) gives \(\langle r\rangle=n^2+n/2\). For states with nodes it is only a comparison of numbers, 6 against 5.2361, 13.5 against 13.074 and 12.5 against 12, and is not claimed for higher \(n\). At fixed \(n=2\) or 3, both the mean radius and the most probable radius are largest for the s state, although the s state is also the one with a maximum of \(P\) inside one bohr.

### (g) Positions in picometres, and the limits of the model

One bohr is \(52.9177\) pm. The outer 2s maximum is at \(5.2361\times52.9177=277.08\) pm and the 2p maximum at \(4\times52.9177=211.67\) pm. The 3s nodes, converted from the unrounded values of \(\tfrac92\mp\tfrac32\sqrt3\), are at \(100.65\) and \(375.61\) pm.

These are values for the fixed nucleus; the second variation gives the correction for the real proton mass. Relativity is a smaller effect in hydrogen. The electron speed relative to that of light is of the order of the fine-structure constant, roughly \(7\times10^{-3}\), and the corrections enter at the square of this ratio, roughly \(5\times10^{-5}\) relative to the position itself. This is an order-of-magnitude estimate that sets the scale. With the radial density of the Dirac equation for a fixed point nucleus, the maxima move inward by relative amounts ranging from about \(3.5\times10^{-5}\) (inner 2s and 3s maxima) through \(2\times10^{-5}\) (outer 2s maximum) down to \(3\times10^{-6}\) (3d with \(j=\tfrac52\)). It means that relativity can already change the fifth significant figure of some positions, so digits at that level and beyond are to be read as values of the non-relativistic model. The closed forms also need the pure \(1/r\) potential, on which the two-term recurrence (3) rests; they do not apply to orbitals of atoms with several electrons. Finally, they need a state of definite \(l\). The 2s and 2p states have the same energy here, and for a normalized mixture \(\alpha\psi_{2s}+\beta\psi_{2p}\) the orthogonality of the spherical harmonics removes the cross term, leaving \(P=|\alpha|^2P_{2s}+|\beta|^2P_{2p}\). This has no zero at \(r=2\) when \(\beta\neq0\), and its maxima depend on the weights.

The numerical check diagonalizes the radial Hamiltonian in a polynomial basis that contains no hydrogenic formula and tests the energies, functions, nodes, maxima, curvatures, lobe probabilities and mean radii against it; for the fixed nucleus the largest absolute difference in any node or maximum is \(3\times10^{-11}\) bohr.

## Variation 1: maxima of \(R^2\) instead of \(P\)

Where are the maxima of \(R^2\), which fixes the probability per unit volume along a given direction, for 2s and 2p?

Stationary points of \(R^2\) away from nodes satisfy \(R'=0\). For 2s, \(R=(2-r)e^{-r/2}/2\sqrt2\) and
\[
R'=\frac{-1-\tfrac12(2-r)}{2\sqrt2}e^{-r/2}=\frac{r-4}{4\sqrt2}e^{-r/2}.
\]
The only zero is \(r=4\). It lies in the outer lobe, where \(R^2\) vanishes at both ends, so it is a local maximum, with \(R^2=4e^{-4}/8=e^{-4}/2=0.00916\) bohr\(^{-3}\). In the inner lobe \(R>0\) and \(R'<0\), so \(R^2\) falls steadily from its value \(4/8=0.5\) bohr\(^{-3}\) at the origin. The density is greatest at the nucleus, at a cusp where the slope is not zero. For 2p, \(R\propto re^{-r/2}\) and \(R'\propto(1-r/2)e^{-r/2}\), so the maximum is at \(r=2\). For \(m=0\), \(Y_{10}\propto\cos\vartheta\) with \(\vartheta\) the polar angle, and the densest points lie on the \(z\) axis at \(z=\pm2\) bohr.

The shift is always inward. From \(R=u/r\), \(R'=0\) means \(u'/u=1/r>0\), so \(P'=2u^2(u'/u)\) is still positive there and the single maximum of \(P\) in that lobe lies farther out: 4 against 5.2361 for 2s, 2 against 4 for 2p. The nodes are the same for \(R\) and \(u\).

## Variation 2: other charge and finite nuclear mass

How do the positions change for nuclear charge \(Z\) and nuclear mass \(M\), in electron masses? Evaluate for \(^1\)H and \(^4\)He\(^+\).

Introduce \(\mathbf r=\mathbf r_e-\mathbf r_N\) and \(\mathbf X=(\mathbf r_e+M\mathbf r_N)/(1+M)\). The chain rule gives \(\nabla_e=\nabla_r+\nabla_X/(1+M)\) and \(\nabla_N=-\nabla_r+M\nabla_X/(1+M)\). In \(\nabla_e^2+\nabla_N^2/M\) the cross terms are \(+2\nabla_r\!\cdot\!\nabla_X/(1+M)\) and \(-2\nabla_r\!\cdot\!\nabla_X/(1+M)\) and cancel, leaving \((1+1/M)\nabla_r^2+\nabla_X^2/(1+M)\). The centre of mass moves freely, and the relative motion has the reduced mass \(\mu\), with \(1/\mu=1+1/M\). Equation (1) becomes
\[
-\frac1{2\mu}\frac{d^2u}{dr^2}+\Big[\frac{l(l+1)}{2\mu r^2}-\frac Zr\Big]u=Eu ,
\]
where \(r\) is the electron–nucleus distance. Put \(r=\rho/(Z\mu)\). Then \(d^2/dr^2=Z^2\mu^2\,d^2/d\rho^2\), \(1/r^2=Z^2\mu^2/\rho^2\) and \(Z/r=Z^2\mu/\rho\). Every term on the left carries the factor \(Z^2\mu\), and division by it gives (1) in the variable \(\rho\) with energy \(E/(Z^2\mu)\). All nodes, maxima, turning points and mean radii are divided by \(Z\mu\), and energies are multiplied by \(Z^2\mu\). Lobe probabilities do not change, and since \(P\,dr\) is unchanged the heights are multiplied by \(Z\mu\). The limit \(M\to\infty\) gives \(\mu=1\); equal masses give \(\mu=\tfrac12\) and double every length. The program tests the positions and energies for that case as well as for the two below.

For \(^1\)H, \(\mu=0.999456\) and \(1/\mu=1.000545\). The 2p maximum moves to \(4\times1.000545=4.0022\) bohr \(=211.79\) pm. The outer 2s maximum moves to \(5.2361\times1.000545=5.239\) bohr \(=277.23\) pm, and the 3s nodes to \(1.9030\) and \(7.1019\) bohr, or \(100.70\) and \(375.82\) pm. The change relative to the fixed-nucleus position is the same fraction, \(1/\mu-1=0.000545\), for each; it alters the third decimal of the 3s nodes, so the values 1.902 and 7.098 bohr belong to the fixed nucleus. For \(^4\)He\(^+\), \(Z=2\) and \(\mu=0.999863\), so the outer 2s maximum is at \(5.2361/(2\times0.999863)=2.6184\) bohr \(=138.56\) pm. All these are non-relativistic values. The speed scales as \(Z\), so the relativistic estimate of part (g) grows as \(Z^2\), while the mass correction is smaller for the heavier nucleus. In \(^4\)He\(^+\) the Dirac equation already moves the outer 2s maximum inward by a fraction \(8\times10^{-5}\), about \(0.0002\) bohr or \(0.01\) pm, which changes the last digit given and is more than half of the mass correction, \(1.4\times10^{-4}\); in \(^1\)H it can move the last digit of the picometre values by one unit. The scaling law ceases to describe the ion altogether when \(Z\) times the fine-structure constant is no longer small.

## Computed values

```
Bohr radius = 52.9177 pm
mu/m_e: 1H 0.999456, 4He+ 0.999863; m_e/mu: 1H 1.000545 (dimensionless)
sqrt5 = 2.2361, 3 sqrt3/2 = 2.5981, 3 sqrt6 = 7.3485 (bohr)
cos 3theta = 0.68041, 3theta = 0.82247 rad, theta = 0.27416 rad
cos(theta - 2 pi j/3), j=0,1,2: 0.96265, -0.24686, -0.71579
2s: E = -0.125000 hartree, norm constant = 0.353553 (a.u.)
  nodes: 2.0000 bohr; maxima of P: 0.7639, 5.2361 bohr
  P at maxima: 0.0519, 0.1910 1/bohr
  P'' at maxima: -0.24590, -0.05040 1/bohr^3
  lobe probabilities: 0.0527, 0.9473 (dimensionless)
  turning points: 0.0000, 8.0000 bohr; <r> = 6.0000 bohr
2p: E = -0.125000 hartree, norm constant = 0.204124 (a.u.)
  nodes: none bohr; maxima of P: 4.0000 bohr
  P at maxima: 0.1954 1/bohr
  P'' at maxima: -0.04884 1/bohr^3
  lobe probabilities: 1.0000 (dimensionless)
  turning points: 1.1716, 6.8284 bohr; <r> = 5.0000 bohr
3s: E = -0.055556 hartree, norm constant = 0.014256 (a.u.)
  nodes: 1.9019, 7.0981 bohr; maxima of P: 0.7400, 4.1859, 13.0740 bohr
  P at maxima: 0.0148, 0.0387, 0.1015 1/bohr
  P'' at maxima: -0.07688, -0.02837, -0.00850 1/bohr^3
  lobe probabilities: 0.0143, 0.1004, 0.8852 (dimensionless)
  turning points: 0.0000, 18.0000 bohr; <r> = 13.5000 bohr
3p: E = -0.055556 hartree, norm constant = 0.020160 (a.u.)
  nodes: 6.0000 bohr; maxima of P: 3.0000, 12.0000 bohr
  P at maxima: 0.0401, 0.1018 1/bohr
  P'' at maxima: -0.02673, -0.00848 1/bohr^3
  lobe probabilities: 0.1107, 0.8893 (dimensionless)
  turning points: 1.0627, 16.9373 bohr; <r> = 12.5000 bohr
3d: E = -0.055556 hartree, norm constant = 0.009016 (a.u.)
  nodes: none bohr; maxima of P: 9.0000 bohr
  P at maxima: 0.1071 1/bohr
  P'' at maxima: -0.00793 1/bohr^3
  lobe probabilities: 1.0000 (dimensionless)
  turning points: 3.8038, 14.1962 bohr; <r> = 10.5000 bohr
largest gap, closed form vs diagonalization, positions: 3e-11 bohr
2s R^2: local max at 4.0000 bohr, value 0.00916; origin 0.50000 1/bohr^3
2p R^2: max at 2.0000 bohr
fixed nucleus: 2s outer max 5.2361 bohr = 277.08 pm; 2p max 4.0000 bohr = 211.67 pm
fixed nucleus: 3s nodes 1.9019, 7.0981 bohr = 100.65, 375.61 pm
1H reduced mass: 2s outer max 5.2389 bohr = 277.23 pm; 2p max 4.0022 bohr = 211.79 pm
1H reduced mass: 3s nodes 1.9030, 7.1019 bohr = 100.70, 375.82 pm
4He+: 2s outer max 2.6184 bohr = 138.56 pm
```
